\section*{Can a nickel–cobalt disilicide alloy be lattice-matched to silicon?}

\section*{Question}

NiSi$_2$ and CoSi$_2$ both have the cubic fluorite structure, and both can grow epitaxially on silicon. Their lattice constants differ from silicon's by different amounts, roughly half a percent and a little over one percent. I want a silicide contact with no mismatch at all at room temperature, so I thought of mixing the two on the metal sites. Vegard's law gives one linear equation for one unknown, the cobalt fraction, so there should be a composition that does it.

When I solve the equation I get a cobalt fraction of about $-0.71$. Have I lost a sign? If not, could a departure from Vegard's law, or a different temperature, rescue the idea? And how does this fit with the fact that a thin silicide film can line up with silicon row by row?

\section*{Answer}

Your sign is right, and the negative fraction is the answer: no alloy of these two silicides matches silicon at room temperature if Vegard's law holds. One linear equation does have one root, but a composition must also lie between 0 and 1, and this root does not.

\subsection*{What Vegard's law can reach}

Let $x$ be the fraction of metal sites occupied by cobalt, so that the alloy is Ni$_{1-x}$Co$_x$Si$_2$ with $0\le x\le 1$. Let $a_N$, $a_C$ and $a_S$ be the cubic lattice constants of NiSi$_2$, CoSi$_2$ and Si, all at the same temperature and all free of stress. ``Matched'' will mean that the stress-free lattice constants are equal. Vegard's law is the linear interpolation
\begin{equation}
a(x)=(1-x)\,a_N+x\,a_C .
\end{equation}
It is convenient to measure how far each material falls short of silicon:
\begin{equation}
d_N=1-\frac{a_N}{a_S},\qquad d_C=1-\frac{a_C}{a_S}.
\end{equation}
A positive deficit means a lattice smaller than silicon's; the usual mismatch $a/a_S-1$ is minus the deficit. Dividing Vegard's law by $a_S$, subtracting from 1, and writing $1=(1-x)+x$ gives
\begin{align}
d(x)&=(1-x)\left(1-\frac{a_N}{a_S}\right)+x\left(1-\frac{a_C}{a_S}\right)\nonumber\\
&=(1-x)\,d_N+x\,d_C=d_N+x\,(d_C-d_N).
\end{align}
For numbers, take $a_S=0.5431$ nm and the rough room-temperature values $d_N=0.5\%$ and $d_C=1.2\%$. Then
\begin{equation}
d(x)=0.5\%+0.7\%\,x .
\end{equation}
The deficit starts at $0.5\%$ and grows with every cobalt atom added. At $x=0.5$ it is $0.85\%$. The composition closest to silicon is pure NiSi$_2$, so mixing in cobalt makes the match worse.

Setting $d(x)=0$ regardless of the allowed range gives your root,
\begin{equation}
x^*=-\frac{d_N}{d_C-d_N}=-\frac{0.5}{0.7}=-0.714 .
\end{equation}
It asks for a nickel occupation of $1.714$ and a cobalt occupation of $-0.714$ per metal site. This is an extrapolation of the line beyond NiSi$_2$, away from CoSi$_2$, and no crystal corresponds to it.

The general rule follows from the same line. As $x$ runs from 0 to 1, $a(x)$ moves continuously from $a_N$ to $a_C$. It takes every value between them and no value outside. A match therefore exists if and only if $a_S$ lies between the two end values, ends included. Having both end members smaller than silicon is one way to fail; having both larger would be another. If NiSi$_2$ could be mixed with a hypothetical partner $0.5\%$ larger than silicon, the deficits would be $+0.5\%$ and $-0.5\%$, and $x=1/2$ would match. What matters is having ingredients on both sides of the target.

\subsection*{How badly would Vegard's law have to fail?}

Real alloys need not follow a straight line. The simplest correction that leaves the end members unchanged is a bowing term, here with coefficient $b$ in units of $a_S$:
\begin{equation}
\frac{a(x)}{a_S}=1-(1-x)d_N-x\,d_C+b\,x(1-x).
\end{equation}
A positive $b$ enlarges the alloy, which is the helpful direction. A match requires the last three terms to cancel. Dividing that condition by $x(1-x)$, which is allowed because neither end member matches, gives
\begin{equation}
b=\frac{d_N}{x}+\frac{d_C}{1-x}.
\label{eq:b}
\end{equation}
The smallest useful $b$ is the minimum of the right-hand side. To find it, use $1/x=1+(1-x)/x$ and $1/(1-x)=1+x/(1-x)$, and then complete a square:
\begin{align}
b&=d_N+d_C+d_N\frac{1-x}{x}+d_C\frac{x}{1-x}\nonumber\\
&=\left(\sqrt{d_N}+\sqrt{d_C}\right)^2
+\left(\sqrt{d_N\frac{1-x}{x}}-\sqrt{d_C\frac{x}{1-x}}\right)^2 .
\end{align}
The cross term of the second square is $-2\sqrt{d_Nd_C}$, which cancels the $+2\sqrt{d_Nd_C}$ of the first. The second square cannot be negative, so
\begin{equation}
b\ \ge\ b_{\min}=\left(\sqrt{d_N}+\sqrt{d_C}\right)^2 .
\end{equation}
Equality holds when the second square vanishes, that is, when $(1-x)/x=\sqrt{d_C/d_N}$, or
\begin{equation}
x=\frac{\sqrt{d_N}}{\sqrt{d_N}+\sqrt{d_C}} .
\end{equation}
With the numbers above,
\begin{equation}
b_{\min}=(0.0707+0.1095)^2=0.0325,
\end{equation}
which is $3.25\%$ of $a_S$, or $0.0176$ nm, reached at $x=0.39$. The whole difference between the two end members is only $0.7\%$ of $a_S$. The required bowing coefficient is more than four times that difference.

Can unequal stiffness supply it? Consider a simple elastic model in which all cells of the alloy share one lattice constant $a$, and the energy is the weighted sum of the two end-member energies:
\begin{equation}
E(a)=(1-x)\,E_N(a)+x\,E_C(a).
\end{equation}
Each energy has one minimum, at $a_N$ or $a_C$, and rises steadily on either side of it. If $a$ is larger than both $a_N$ and $a_C$, both terms fall when $a$ is reduced. If $a$ is smaller than both, both terms fall when $a$ is increased. The minimum of the sum therefore lies between $a_C$ and $a_N$, whatever the stiffnesses and however anharmonic the energies. In this model the alloy can leave Vegard's line, but it cannot reach silicon.

The size of the effect is also instructive. I took Birch--Murnaghan energies with pressure derivative 4 and rough bulk moduli of 160 GPa for NiSi$_2$ and 170 GPa for CoSi$_2$, and defined the bowing coefficient as four times the deviation at $x=1/2$. The result is $-0.015\%$ of $a_S$, about 200 times smaller in size than required. It is a near-cancellation between the stiffness difference and the anharmonicity, so neither its sign nor that factor is fixed by such rough moduli: with 170 GPa for both silicides it is $+0.027\%$, about 120 times too small. If NiSi$_2$ is instead made twice as stiff as CoSi$_2$, a deliberate exaggeration, the coefficient becomes $+0.49\%$, still 6.6 times too small. Even an infinitely stiff NiSi$_2$, which would pin the alloy at $a_N$, gives only $4\times0.35\%=1.4\%$.

A match would thus need an effect that this one-length model leaves out, such as a direct interaction between nickel and cobalt cells or a displacement of atoms within the cells, and the effect must be strong enough to make the mixed crystal larger than either parent. This estimate does not rule out such an effect; a measured or computed curve $a(x)$ would have to decide. It does show what that curve would have to look like.

\subsection*{Why the temperature matters}

The rule about lying between the end values applies at each temperature separately, and the three materials expand at different rates. Let $\tau=T-T_0$ be the temperature above $T_0=296$ K, and let $\alpha_i$ be mean linear expansion coefficients, taken as constant:
\begin{equation}
a_i(T)=a_i(T_0)\,(1+\alpha_i\tau).
\end{equation}
NiSi$_2$ matches silicon when
\begin{equation}
(1-d_N)(1+\alpha_N\tau)=1+\alpha_S\tau ,
\end{equation}
where $d_N$ is the room-temperature deficit. Multiplying out the left side and collecting the terms in $\tau$ gives
\begin{equation}
\tau_N=\frac{d_N}{(1-d_N)\,\alpha_N-\alpha_S}.
\end{equation}
The denominator is positive if the silicide expands sufficiently faster than silicon. With rough values $\alpha_N=12\times10^{-6}$ K$^{-1}$ and $\alpha_S=3.5\times10^{-6}$ K$^{-1}$,
\begin{equation}
\tau_N=\frac{0.005}{(11.94-3.5)\times10^{-6}\ \mathrm{K^{-1}}}\approx 592\ \mathrm{K},
\end{equation}
so the crossing is near 890 K, or about 615~$^\circ$C. Changing $\alpha_S$ from $2.5$ to $4.5\times10^{-6}$ K$^{-1}$, with everything else fixed, moves it from 825 to 968 K. The silicide inputs matter more: $d_N$ from $0.3\%$ to $0.6\%$ moves it from 650 to about 1010 K, and $\alpha_N$ from $10$ to $16\times10^{-6}$ K$^{-1}$ moves it from about 1070 to 700 K.

The same formula for CoSi$_2$, with $\alpha_C=10\times10^{-6}$ K$^{-1}$, gives about 2200 K. Silicon melts near 1700 K, so this crossing has no physical meaning beyond telling us that CoSi$_2$ stays smaller than solid silicon with these inputs. That holds only while $\alpha_C$ is below about $12\times10^{-6}$ K$^{-1}$; with $14\times10^{-6}$ K$^{-1}$ the crossing would fall to about 1460 K.

In this model, then, silicon lies between the two silicides from about 890 K up to its melting point. A matching composition exists there, provided the alloy remains a single solid phase at the temperature chosen. The upper end of this range is only formal, because both silicides melt or decompose before silicon melts. Solving Vegard's law for $x$ at the temperature $T$ gives
\begin{equation}
x(T)=\frac{a_N(T)-a_S(T)}{a_N(T)-a_C(T)} .
\end{equation}
At 1100 K the lattice constants of NiSi$_2$, Si and CoSi$_2$ are $0.5456$, $0.5446$ and $0.5409$ nm. These rounded values give $x\approx0.0010/0.0047\approx0.21$; without the intermediate rounding, $x=0.207$. With such rough inputs this is only an estimate: changing $\alpha_N$ by $\pm1\times10^{-6}$ K$^{-1}$, with everything else fixed, moves $x$ between about $0.13$ and $0.27$, and taking $d_N=0.4\%$ instead of $0.5\%$ gives $0.29$.

The match is lost on cooling. If the composition is kept and the alloy is free of stress at room temperature, its deficit is
\begin{equation}
d=0.5\%+0.7\%\times0.207=0.645\% ,
\end{equation}
which is larger than that of pure NiSi$_2$. An alloy chosen to match at a high growth temperature is therefore a poorer choice than NiSi$_2$ if the goal is the smallest room-temperature mismatch of the stress-free lattices. The residual strain of a film also depends on its history: a NiSi$_2$ film that relaxes fully at 1100 K and then cools clamped to silicon ends with about $0.68\%$ of tensile strain in this model, slightly more than the $0.65\%$ of the matched alloy.

\subsection*{Lining up is not the same as matching}

A thin film can share silicon's in-plane spacing because it is stretched. Take a (001) film on a thick substrate that does not deform. The in-plane strain, measured from the film's own stress-free size, is
\begin{equation}
e=\frac{a_S-a}{a}=\frac{d}{1-d},
\end{equation}
which is $0.503\%$ for NiSi$_2$. The film is free to change its thickness, with normal strain $e_\perp$. For a cubic crystal with elastic constants $C_{11}$ and $C_{12}$, the energy per volume is
\begin{equation}
U=\tfrac12 C_{11}\left(2e^2+e_\perp^2\right)+C_{12}\left(e^2+2e\,e_\perp\right).
\end{equation}
No force acts on the free surface, so
\begin{equation}
\frac{\partial U}{\partial e_\perp}=C_{11}e_\perp+2C_{12}e=0
\quad\Rightarrow\quad e_\perp=-\frac{2C_{12}}{C_{11}}\,e .
\end{equation}
The stress along either in-plane axis is then
\begin{equation}
\sigma=C_{11}e+C_{12}e+C_{12}e_\perp
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e .
\end{equation}
With the rough values $C_{11}=230$ GPa and $C_{12}=140$ GPa, used for both silicides, the bracket is $370-170=200$ GPa. A coherent NiSi$_2$ film then carries a tension of about 1.0 GPa and is thinned by $0.61\%$. A coherent CoSi$_2$ film carries about 2.4 GPa. The rows line up, but the mismatch is still present as stored strain energy.

If the film relaxes completely instead, the rows drift out of step. Within one (001) layer of the film, the rows of metal atoms along a $\langle110\rangle$ direction are $a/\sqrt2$ apart; within one (001) layer of the substrate, the corresponding rows of silicon atoms are $a_S/\sqrt2$ apart. Counting these rows, the film has one extra row in a length $L$ given by
\begin{equation}
\frac{\sqrt2\,L}{a}-\frac{\sqrt2\,L}{a_S}=1
\quad\Rightarrow\quad
L=\frac{a\,a_S}{\sqrt2\,(a_S-a)}=\frac{a_S(1-d)}{\sqrt2\,d}.
\end{equation}
This is 76 nm for NiSi$_2$ and 32 nm for CoSi$_2$. If each misfit dislocation takes up one extra row, as a pure edge dislocation with Burgers vector $a/2\langle110\rangle$ in the interface does, $L$ is also the dislocation spacing. Dislocations that relieve only half a row spacing, such as $60^\circ$ dislocations or those with Burgers vector $a/4\langle111\rangle$, must lie twice as densely, about 38 and 16 nm apart. For a true match $d\to0$, so that $L\to\infty$ and $\sigma\to0$ together. Coherence alone removes the extra rows but leaves the stress.

\subsection*{How far to trust this for real contacts}

Apart from silicon's lattice constant, the material values are rough typical ones, so the derived temperatures and stresses are estimates. The room-temperature conclusion under Vegard's law is much firmer, because it uses only the signs of the two deficits. Those signs are measured facts about the materials, not consequences of the argument. The assumption that a thin epitaxial contact most directly breaks is that the film is stress-free: full coherence takes the in-plane mismatch of NiSi$_2$ from $0.5\%$ to zero, at the cost of about 1 GPa for a (001) film. On (111) the shear constant $C_{44}$ enters, and for $C_{44}$ between 60 and 100 GPa the stress is about 1.2 to 1.7 GPa. The high-temperature match assumes in addition that the alloy remains a single phase and does not react with the substrate, which I have not calculated. If low room-temperature misfit is the sole criterion and the choice is restricted to these alloys, Vegard's law selects pure NiSi$_2$. Under the same law, an alloy containing either silicide can match silicon exactly and without stress at room temperature only if it also contains an ingredient whose lattice constant is larger than silicon's. The numerical output below lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (all rough except the Si lattice constant)
Si lattice constant: 0.54310 nm at 295.65 K
deficit NiSi2, CoSi2: 0.5, 1.2 %
expansion NiSi2, CoSi2, Si: 12.0, 10.0, 3.5 1e-6/K
bulk modulus NiSi2, CoSi2: 160, 170 GPa
film C11, C12: 230, 140 GPa
Si melting temperature: 1700 K
ROOM TEMPERATURE, VEGARD
model lattice constant NiSi2, CoSi2: 0.5404, 0.5366 nm
x = 0.00: a = 0.5404 nm, mismatch = -0.500 %
x = 0.25: a = 0.5394 nm, mismatch = -0.675 %
x = 0.50: a = 0.5385 nm, mismatch = -0.850 %
x = 0.75: a = 0.5375 nm, mismatch = -1.025 %
x = 1.00: a = 0.5366 nm, mismatch = -1.200 %
root of the linear equation: x = -0.714
random pairs with a match: 25 of 60
DEVIATION FROM VEGARD
bowing needed: 3.25 % of a_S = 0.0176 nm
composition at that threshold: x = 0.392
elastic bowing, rough moduli: -0.0153 % of a_S
elastic bowing, NiSi2 twice as stiff: 0.491 % of a_S
needed / elastic size: 213 (rough moduli), 6.6 (twice as stiff)
TEMPERATURE
NiSi2 equals Si at: 888 K
same, Si expansion 2.5 and 4.5e-6/K: 825, 968 K
CoSi2 would equal Si at: 2177 K (extrapolated)
at 1100 K, a of NiSi2, CoSi2, Si: 0.5456, 0.5409, 0.5446 nm
matched alloy at 1100 K: x = 0.207
its mismatch at room temperature: -0.645 %
FILMS AT ROOM TEMPERATURE
coherent in-plane strain NiSi2, CoSi2: 0.503, 1.215 %
normal strain NiSi2: -0.612 %
biaxial modulus: 200 GPa
in-plane stress NiSi2, CoSi2: 1.00, 2.42 GPa
relaxed film, extra-row spacing NiSi2, CoSi2: 76.4, 31.6 nm
\end{verbatim}
